# Vacuum-ultraviolet irradiance on the sidewall of a long trench

**The situation.** A plasma above a patterned dielectric film emits vacuum-ultraviolet light, which can break bonds in the film and release charge there. A straight trench of width $w$ and depth $D$ has been etched into the film. Its walls are vertical and its length is much greater than $w$ and $D$.

Take $x$ across the trench, $y$ along it and $z$ downward from the opening. The walls stand at $x=0$ and $x=w$. Unless a part says otherwise:

- the plasma is Lambertian: its radiance $L$ (power per unit area perpendicular to the ray, per unit solid angle) is the same for all downward directions and at all points of the opening;
- walls and floor absorb all light that reaches them;
- light travels in straight rays, with no absorption in the gas inside the trench.

Irradiance means incident power per unit area of the receiving surface. For a sidewall, the area is measured on the wall itself.

## Part (a): the open surface

**Question.** Find the irradiance $E_0$ of an unobstructed horizontal surface.

**Answer.** A ray at angle $\theta$ from the surface normal delivers $L\cos\theta\,d\Omega$ per unit area, because a beam of unit cross-section spreads over an area $1/\cos\theta$. With $d\Omega=\sin\theta\,d\theta\,d\varphi$,

$$E_0=L\int_0^{2\pi}d\varphi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta
=L\,(2\pi)\left(\tfrac12\right)=\pi L .$$

The factor is $\pi$, not the hemisphere's solid angle $2\pi$, because the mean of $\cos\theta$ over the hemisphere is $1/2$.

## Part (b): the sidewall

**Question.** Find the irradiance $E(z)$ of the wall at $x=0$, and show that at two trench widths below the opening it is about 5.3 percent of $E_0$.

**Answer.** Place the receiving point at $(0,0,z)$. Radiance is conserved along a ray in a transparent medium, so each visible element of the opening can be treated as a source of radiance $L$. No part of the opening is hidden, since a straight line from the wall point to the opening stays inside the trench. All other directions end on black surfaces and contribute nothing.

An element $dx\,dy$ of the opening at $(x,y,0)$ lies at distance $r$, where $r^2=x^2+y^2+z^2$. Two cosines enter:

- The normal of the opening is vertical, so the element is seen foreshortened by $z/r$. Its solid angle is $d\Omega=(z/r)\,dx\,dy/r^2$.
- The normal of the wall is horizontal, so the cosine of incidence there is $x/r$.

Therefore

$$dE=L\,\frac{x}{r}\,d\Omega=L\,\frac{xz}{r^4}\,dx\,dy .$$

Integrate first along the trench, with $a^2=x^2+z^2$. The substitution $y=a\tan u$ gives $dy=a\sec^2u\,du$ and $a^2+y^2=a^2\sec^2u$, so

$$\int_{-\infty}^{\infty}\frac{dy}{(a^2+y^2)^2}
=\frac1{a^3}\int_{-\pi/2}^{\pi/2}\cos^2u\,du=\frac{\pi}{2a^3}.$$

Now integrate across the opening:

$$E(z)=\frac{\pi Lz}{2}\int_0^w\frac{x\,dx}{(x^2+z^2)^{3/2}}
=\frac{\pi Lz}{2}\left[-\frac1{\sqrt{x^2+z^2}}\right]_0^w
=\frac{\pi L}{2}\left[1-\frac{z}{\sqrt{z^2+w^2}}\right].$$

Division by $E_0=\pi L$ gives

$$F(z)\equiv\frac{E(z)}{E_0}=\frac12\left[1-\frac{z}{\sqrt{z^2+w^2}}\right].$$

At $z=2w$ the root is $\sqrt5\,w$, and

$$F(2w)=\frac12\left(1-\frac2{\sqrt5}\right)=\frac12(1-0.89443)=0.0528 ,$$

which is about 5.3 percent. Within the ray model, only the ratio $z/w$ matters.

## Part (c): the angular picture and the limits

**Question.** Derive $F$ again by integrating over ray directions. Use the result to explain why so little light arrives. Then examine the limits of small and large depth, and the sensitivity to depth at $z=2w$.

**Answer.** Let $\psi$ be the angle from the vertical of the ray's projection on the cross-section, and $t$ the ray's angle out of that cross-section. Reversed, so that it points from the wall point to the sky, the ray has components of magnitude

$$s_x=\cos t\sin\psi,\qquad s_y=\sin t,\qquad s_z=\cos t\cos\psi .$$

Here $t$ acts as a latitude and $\psi$ as a longitude, so $d\Omega=\cos t\,dt\,d\psi$. The opening fills $0<\psi<\psi_m$, with $\tan\psi_m=w/z$, for all $t$ between $-\pi/2$ and $\pi/2$. Since the cosine of incidence on the wall is $s_x$,

$$E=L\int_{-\pi/2}^{\pi/2}\cos^2t\,dt\int_0^{\psi_m}\sin\psi\,d\psi
=\frac{\pi L}{2}(1-\cos\psi_m).$$

Because $\cos\psi_m=z/\sqrt{z^2+w^2}$, this is the result of part (b).

At $z=2w$, $\psi_m=26.57^\circ$. The visible solid angle is $\int\cos t\,dt\int d\psi=2\psi_m$, which is a fraction $\psi_m/\pi=26.57/180=0.148$ of a hemisphere. The irradiance is smaller still, because the light grazes the wall. Its mean cosine of incidence is

$$\frac{E}{2\psi_mL}=\frac{\pi F}{2\psi_m}=\frac{0.0528}{2\times0.148}\approx0.18,$$

compared with $0.5$ for an open surface. Thus both the narrow view and the unfavourable orientation reduce the irradiance.

Just below the edge, $z\to0^+$ and $F\to1/2$: a vertical surface there sees half of the sky. For large depth, set $\epsilon=w^2/z^2$ and expand:

$$\frac{z}{\sqrt{z^2+w^2}}=(1+\epsilon)^{-1/2}=1-\frac{\epsilon}{2}+\frac{3\epsilon^2}{8}-\cdots,
\qquad
F=\frac{w^2}{4z^2}-\frac{3w^4}{16z^4}+\cdots .$$

One factor $w/z$ comes from the angular width of the opening and the other from grazing incidence. At $z=2w$ the leading term is 6.25 percent, which exceeds the full result by 18 percent of that result. Two widths is therefore not yet deep enough for the leading term to be accurate.

| Depth $z/w$ | $F$ (percent) |
|---|---|
| 0.5 | 27.6 |
| 1 | 14.6 |
| 2 | 5.28 |
| 3 | 2.57 |
| 4 | 1.49 |

The local slope follows by differentiation:

$$\frac{dF}{dz}=-\frac{w^2}{2(z^2+w^2)^{3/2}},\qquad
\left.\frac{dF}{dz}\right|_{2w}=-\frac{1}{2\cdot5^{3/2}\,w}=-\frac{0.0447}{w}.$$

Moving down by $0.1w$ therefore lowers $F$ by about $0.004$, or roughly 8 percent of its value.

## Part (d): where the light goes

**Question.** What fraction of the light entering the trench is absorbed by the two walls together? Show that the floor receives the remainder, and evaluate both for $D=3w$.

**Answer.** Per unit length of trench, power $E_0w$ enters. The two walls receive

$$2E_0\int_0^DF\,dz
=E_0\left[z-\sqrt{z^2+w^2}\right]_0^D
=E_0\left(D+w-\sqrt{D^2+w^2}\right).$$

Division by $E_0w$ gives the wall share

$$1+\frac Dw-\sqrt{1+\frac{D^2}{w^2}} .$$

For the floor, the cosine of incidence is $s_z=\cos t\cos\psi$. A floor point at distance $x$ from the left wall sees the opening out to angles $\psi_1$ on the left and $\psi_2$ on the right, where $\tan\psi_1=x/D$ and $\tan\psi_2=(w-x)/D$. Its irradiance is

$$E_f(x)=\frac{\pi L}{2}(\sin\psi_1+\sin\psi_2)
=\frac{E_0}{2}\left[\frac{x}{\sqrt{x^2+D^2}}+\frac{w-x}{\sqrt{(w-x)^2+D^2}}\right].$$

The two terms have equal integrals over the floor, so

$$\int_0^wE_f\,dx=E_0\int_0^w\frac{x\,dx}{\sqrt{x^2+D^2}}
=E_0\left(\sqrt{w^2+D^2}-D\right).$$

Added to the wall power this gives $E_0w$, as energy conservation requires.

For $D=3w$ the walls take $4-\sqrt{10}=0.838$ and the floor $0.162$ of the entering light. Since the floor and the opening have equal areas, the mean floor irradiance is 16.2 percent of $E_0$. This exceeds the 5.3 percent at the wall point $2w$ down, although the floor is deeper, because the floor faces the opening.

## Part (e): a numerical case

**Question.** A trench has $w=1000$ nm and $D=3000$ nm. The open surface receives $1.0\times10^{14}$ photons cm$^{-2}$ s$^{-1}$, each of energy 9.5 eV, for 60 s. Find the irradiance and the photon fluence at a wall point 2000 nm below the opening.

**Answer.** The open irradiance is photon flux times photon energy:

$$E_0=(1.0\times10^{14})(9.5)(1.602\times10^{-19})\ \mathrm{W/cm^2}
=0.152\ \mathrm{mW/cm^2}.$$

The point lies at $z=2w$, so

$$E=0.0528\times0.152\ \mathrm{mW/cm^2}=8.0\times10^{-3}\ \mathrm{mW/cm^2}
=8.0\ \mathrm{\mu W/cm^2}.$$

All photons have the same energy, so the same ratio applies to their number. The open fluence is $6.0\times10^{15}$ cm$^{-2}$, and the wall fluence is

$$0.0528\times6.0\times10^{15}=3.2\times10^{14}\ \mathrm{cm^{-2}} .$$

This is an incident dose. The resulting damage also depends on absorption, on the yield per absorbed photon and on the reactive species present.

## Part (f): a plasma that is not Lambertian

**Question.** Replace the source by a wide, uniform, optically thin slab of thickness $h$, which emits power $j$ per unit volume and solid angle. Find the ratio of wall to open irradiance, and compare it with part (b) at $z=2w$.

**Answer.** A line of sight at angle $\theta$ from the vertical crosses a length $h/\cos\theta$ of plasma. Without reabsorption its radiance is $L(\theta)=jh/\cos\theta$. On the open surface the cosine of incidence cancels the denominator:

$$E_0=\int\frac{jh}{\cos\theta}\cos\theta\,d\Omega=2\pi jh .$$

On the wall the integrand is $jh\,s_x/s_z=jh\tan\psi$, so

$$E=jh\int_{-\pi/2}^{\pi/2}\cos t\,dt\int_0^{\psi_m}\tan\psi\,d\psi
=-2jh\ln\cos\psi_m
=jh\ln\left(1+\frac{w^2}{z^2}\right).$$

The last step uses $\cos^2\psi_m=z^2/(z^2+w^2)$. Hence

$$\frac{E}{E_0}=\frac1{2\pi}\ln\left(1+\frac{w^2}{z^2}\right),
\qquad
\left.\frac{E}{E_0}\right|_{2w}=\frac{\ln1.25}{2\pi}=0.0355 .$$

At equal open irradiance, the wall point receives 33 percent less than under Lambertian emission. The slab sends a larger share of its light at large angles from the vertical. Of these directions, a deep point sees only those that run nearly along the trench. Its vertical radiance is $E_0/(2\pi)$, half the Lambertian value $E_0/\pi$. The brighter rays along the trench recover part of this loss: at large depth the slab ratio $w^2/(2\pi z^2)$ is $2/\pi=0.64$ of the Lambertian $w^2/(4z^2)$, not one half.

The logarithm diverges as $z\to0$, because an infinitely wide, perfectly transparent slab is infinitely bright at the horizon. Finite width or reabsorption removes this divergence, so the thin-slab formula must not be used close to the top edge. The slab ratio lies below the Lambertian one only for $z>0.40w$. Reabsorption in a uniform slab raises the ratio at $z=2w$ above 0.0355, and so does finite width for a point near the axis of a wide source close to the wafer, because both remove light near the horizon that contributes mainly to $E_0$. Finite width can also lower the ratio. A narrow, distant source lights the wall only at grazing incidence: on the axis of a transparent cylinder of radius 5 cm and height 10 cm starting 30 cm above the wafer, the ratio is 0.031.

## Part (g): how good are the assumptions?

**Question.** For the trench of part (e), with Lambertian emission restored, estimate the effects of wall reflection, floor reflection, finite length and diffraction. Take smooth surfaces with complex refractive index $m=1.5+0.3i$ and a trench length of 20 µm. Discuss what the result means for a real trench.

**Answer.** *Wall reflection.* A specular reflection at a vertical wall reverses the horizontal component of the ray across the trench and leaves the others unchanged. The cosine of incidence $c=s_x$ is therefore the same at every wall hit. The plane containing the ray and the wall normal also keeps its orientation, so the s and p polarizations do not mix. With $q=\sqrt{m^2-1+c^2}$, the Fresnel reflectances are

$$R_s=\left|\frac{c-q}{c+q}\right|^2,\qquad
R_p=\left|\frac{m^2c-q}{m^2c+q}\right|^2 .$$

A ray that descends by $z$ moves sideways by a total of $z\tan\psi$. If this lies between $kw$ and $(k+1)w$, the ray has hit walls $k$ times before reaching the point. For unpolarized emission and a black floor,

$$\frac{E}{E_0}=\frac1\pi\sum_{k=0}^{\infty}\int_{-\pi/2}^{\pi/2}\cos^2t\,dt
\int_{\psi_k}^{\psi_{k+1}}\sin\psi\,\frac{R_s^k+R_p^k}{2}\,d\psi,
\qquad \tan\psi_k=\frac{kw}{z}.$$

The term $k=0$ is $F$. At $z=2w$, Gauss–Legendre quadrature of the sum gives 6.6 percent, an increase of 25 percent over the black-wall value. The increase grows with depth: it is 8 percent at $z=w$ and 51 percent at $z=3w$, and in a deeper trench it exceeds 100 percent at $z=5w$.

The increase is large although the reflectance at normal incidence is only 5.4 percent. With perfect mirrors, the rays with one earlier hit would by themselves contribute

$$\tfrac12(\cos\psi_1-\cos\psi_2)=\tfrac12(0.894-0.707)=0.094,$$

which is 1.8 times the direct light. Reflection is also stronger at oblique incidence: for the in-plane ray at $\psi=26.57^\circ$, which meets the wall $63.43^\circ$ from its normal, the mean of $R_s$ and $R_p$ is 13 percent.

Absorbed power behaves differently from incident power. Inserting the factor $1-R$ for each polarization at the receiving surface, and integrating in the same way, gives an open surface that absorbs 89 percent of $E_0$. The ratio of absorbed power, wall to open, is 4.0 percent for direct light and 5.1 percent with wall reflections. These values are for $z=2w$. For this index, and for depths down to $3w$, the reflected light received nearly compensates for the poorer absorption at the wall. In a deeper trench it overcompensates: at $z=5w$ the absorbed ratio is 1.2 times $F$.

*Floor reflection.* Reflection in the floor places an image of the opening at a vertical distance $2D-z=4000$ nm from the point. Integrating over the directions of this image, weighted by the floor's unpolarized Fresnel reflectance, adds 0.10 percent of $E_0$. That is about 2 percent of the direct wall irradiance. Paths that involve both floor and wall reflections are not included in this figure; they add a similar amount, roughly 0.09 percent of $E_0$.

*Finite length.* At the middle of a 20 µm trench with black ends, the integral of part (b) runs over $|y|<10$ µm. Numerical quadrature gives 5.26 percent instead of 5.28 percent, a negligible change at mid-trench. Near an end the loss is large: the ratio is 4.0 percent at 1 µm from the end and about half the long-trench value at the end itself.

*Diffraction.* The wavelength is $hc/(9.5\ \mathrm{eV})=130.5$ nm, so the trench is 7.7 wavelengths wide. For a scalar estimate, take an undisturbed plane wave in the opening, propagate it to depth $z$ with the Rayleigh–Sommerfeld integral, and calculate the energy flux through the plane of the wall. Adding the fluxes for all incident directions with equal radiance, by quadrature, again gives 5.28 percent. This estimate contains no wall material and no polarization. It is also insensitive to width down to about one wavelength: for a trench only one wavelength wide it still gives 5.4 percent, and it falls to 4.8 percent at half a wavelength. It therefore gives no evidence of a large aperture effect, but it does not establish the accuracy of the ray model at a real grazing boundary.

*The real case.* The parameters are a model case, larger than the trenches usually cut in porous films: a wide trench in a porous organosilicate low-k film under an oxygen-containing strip plasma, where atomic oxygen emits near 130 nm. The flux and index are rough working values, and both vary with plasma and film. The model index gives an absorption length $\lambda/(4\pi\,\mathrm{Im}\,m)=130.5/(4\pi\times0.3)\approx35$ nm, so light entering through the top of the film does not reach a depth of 2000 nm appreciably. Of the changes estimated here, wall reflection and non-Lambertian emission have the largest effects. Taken separately, they move the incident ratio from 5.3 to 6.6 percent for smooth walls of the chosen index (6.0 to 8.0 percent for indices from $1.3+0.1i$ to $2.0+0.8i$), and to 3.6 percent for an infinitely wide, transparent slab. That slab is a limiting case, not a model of the oxygen emission. The 130 nm line is a resonance line and is reabsorbed by ground-state atoms; it is a triplet, and for $10^{13}$ atoms cm$^{-3}$ over 5 cm at 500 K the line-centre optical depths are about 5 at 130.2 nm, 2 at 130.5 nm and 0.5 at 130.6 nm. A uniformly excited, Doppler-broadened slab gives about 4.6 percent at vertical line-centre depth 1 and 5.1 percent at depth 10. If instead the pumping is uniform and every reabsorbed photon is re-emitted with complete frequency redistribution, the excitation is no longer uniform and the value at depth 10 rises to about 5.25 percent, while that at depth 1 stays near 4.6 percent. A layer of ground-state atoms between the slab and the wafer, with line-centre depth 1 to 10, raises the ratio when emitters and absorbers have the same Doppler width. Below a slab of depth 1 to 10, a purely absorbing layer, which requires strong quenching, gives about 5.5 to 5.7 percent, above the Lambertian value; a layer that re-emits all it absorbs gives about 5.1 to 5.4 percent, close to the Lambertian value. These are single-line values with equal emission and absorption widths. For the triplet with the depths quoted above, a shared upper level and branching of about 5:3:1, a uniformly pumped slab gives about 4.7 percent without re-emission and 4.8 percent with full re-emission. If the emitters are hotter than the absorbers, much of the light escapes in the line wings: for a slab of depth 1 or 10, bare or above an absorbing layer of equal depth, an emission line two to four times broader gives only about 3.8 to 4.4 percent without re-emission. The size of the source matters as well, and can reverse the sign: a transparent cylinder of radius 15 cm and height 5 cm starting 0.5 cm above the wafer gives 4.3 percent at its axis, while one of radius 10 cm and height 10 cm starting 15 cm above gives 9.9 percent at its axis. Off the axis the two walls differ: 7.5 cm from the axis of the second cylinder, in a trench running perpendicular to the radius, the wall facing away from the axis receives about 0.5 percent and the wall facing toward it about 16 percent. Roughness and sidewall taper are not included. Lower-level trenches can be narrower than the wavelength. The ray formula is then unjustified even at the same $z/w$, and a wave calculation with the actual wall materials is needed.
